Tapering surface profiles to remove the false k⁻² roughness tail

A film sputtered at high gas pressure onto a cool substrate can grow in columns. Atoms arrive over a wide range of angles, high points intercept more of them than the valleys do, and the surface becomes a field of mounds. A scanning probe records its height h(x) along lines about a micrometre long. The power spectrum of these lines is then plotted on logarithmic axes, and its slope is used to identify the roughness.

Suppose the spectrum falls as k⁻² over a good range of wavenumber k. For a self-affine profile, whose mean square height difference over a distance r grows as r^(2H) with 0 < H < 1, the line spectrum falls as k^(−1−2H). The slope then suggests H = 1/2. But the same slope appears when a smooth surface is cut at two arbitrary points and Fourier transformed as it stands. The task is to find where this second k⁻² comes from and to design a transform without it.

**What the plain transform does**

Let the scan have length L and N samples at spacing a, so L = Na. Define, at the harmonics k = 2πm/L,

h̃(k) = ∫₀ᴸ h(x) e^(−ikx) dx,  P(k) = |h̃(k)|²/L.

With heights in nm, P is in nm³. Integrate by parts once:

h̃ = [h e^(−ikx)/(−ik)]₀ᴸ + (1/ik) ∫₀ᴸ h′ e^(−ikx) dx.

At a harmonic e^(−ikL) = 1, so the bracket is −[h(L) − h(0)]/(ik). Writing Δ = h(L) − h(0) and using −1/i = i,

h̃ = iΔ/k + (1/ik) ∫₀ᴸ h′ e^(−ikx) dx.

The harmonics describe a profile that repeats with period L. Joining the end of the scan to its beginning creates a cliff of height Δ, and the cliff alone has the power

P_leak = Δ²/(Lk²).

If the surface really were a closed ring, Δ would vanish and so would this term.

Sampling changes the law slightly. For a ramp h_n = Δn/N, put z = e^(−ika) and S = Σ n zⁿ, with n from 0 to N−1. Shifting the index in zS gives

(z − 1)S = (N − 1)z^N − Σ_{n=1}^{N−1} zⁿ = (N − 1) + 1 = N,

because z^N = 1 and the sum of zⁿ from 0 to N−1 is zero. The sampled transform is aΔS/N = aΔ/(z − 1). Since |z − 1| = 2 sin(ka/2), its power is

Δ²/(LK²),  K = (2/a) sin(ka/2).

K is close to k well below the Nyquist wavenumber π/a.

**How large the false tail is on average**

Take the surface to be statistically stationary with zero mean, covariance R(x) and true spectrum C(k) = ∫ R(x) e^(−ikx) dx over all x. Two points a distance |x| apart fit into the scan in L − |x| positions, so averaging P gives

⟨P⟩ = ∫₋ᴸᴸ (1 − |x|/L) R(x) e^(−ikx) dx.

If R is negligible beyond L, this becomes

⟨P⟩ = C(k) − (2/L) ∫₀^∞ f(x) cos kx dx,  f = xR.

Two integrations by parts, with f(0) = 0 and f vanishing at infinity, give

∫₀^∞ f cos kx dx = −f′(0)/k² − (1/k²) ∫₀^∞ f″ cos kx dx.

Here f′(0) = R(0) = σ², the mean square height. Treating the last integral in the same way adds +f‴(0)/k⁴. Since f‴(0) = 3R″(0), and the mean square slope is s² = −R″(0), this is −3s²/k⁴. Therefore

⟨P⟩ = C(k) + 2σ²/(Lk²) + 6s²/(Lk⁴) + …

The second term agrees with the cliff: ⟨Δ²⟩ = 2[R(0) − R(L)] ≈ 2σ². Averaging over many scan lines does not reduce it, because Δ² is never negative. A longer scan lowers it only as 1/L.

**When it matters**

The tail hides a true spectrum that falls faster than k⁻². If C ∝ k^(−1−2H), the ratio of leakage to truth varies as k^(2H−1): it grows with k for H > 1/2, is constant for H = 1/2 and falls for H < 1/2.

The middle case can be worked out. For R = σ²e^(−|x|/ξ), the spectrum is C = 2σ²ξ/(1 + k²ξ²), with tail 2σ²/(ξk²). Dividing the leakage by this gives ξ/L. The exponent is right and only the amplitude is too high. With ξ = 100 nm and L = 1024 nm the ratio is 9.8 percent. Summing the covariance over all lags, and taking the excess of untapered over tapered power at harmonic 100, also gives 9.8 percent. For R = σ² exp[−(|x|/ξ)^0.6], which has H = 0.3, the same excess falls from 4.6 percent at 0.098 rad/nm to 1.6 percent at 0.98 rad/nm. Aliasing at the 2 nm sampling step lowers the second value; with much finer sampling it is 2.1 percent.

**A surface on which the plain transform fails**

Take a random surface with finite slopes, described by

R(x) = σ²(1 + |x|/ξ) e^(−|x|/ξ).

With u = kξ, the Fourier integral is

C = 2σ²ξ Re[1/(1 + iu) + 1/(1 + iu)²]
 = 2σ²ξ [1/(1 + u²) + (1 − u²)/(1 + u²)²]
 = 4σ²ξ/(1 + k²ξ²)².

At large k this is 4σ²/(ξ³k⁴). Near x = 0, R = σ²(1 − x²/2ξ² + …), so s = σ/ξ. This is a convenient test spectrum, not a growth law derived from shadowing. It also sets no spacing between mounds: ξ is a correlation length. The k⁻⁴ tail makes the mean square curvature infinite, so the number of summits depends on the sampling step. Their mean spacing is about 55 nm when sampled every 2 nm and 27 nm when sampled every 0.5 nm.

Choose σ = 10 nm, ξ = 100 nm, L = 1024 nm and a = 2 nm. The rms slope is 0.10 and the rms end mismatch is √2 × 10 = 14.1 nm. Equating the true tail to the leakage,

4σ²/(ξ³k⁴) = 2σ²/(Lk²), so k = √(2L/ξ³) = √(2048/10⁶) = 0.045 rad/nm.

The height cancels. Making the film smoother at fixed ξ does not help, and lengthening the scan moves the crossover only as √L.

At harmonic 16, k = 0.0982 rad/nm, the true spectrum is 4.22 nm³. The two leakage terms are 200/(1024 × 0.0982²) = 20.3 nm³ and 0.06/(1024 × 0.0982⁴) = 0.6 nm³. Their sum with the truth is 25.1 nm³, which is also the value from the full sum over lags. At harmonic 48 the plain transform gives 2.38 nm³ where the truth is 0.053 nm³, a factor of 45.

A straight line fitted to the logarithms, with equal weight for each of the 32 harmonics between 0.1 and 0.3 rad/nm, gives p = 2.12 for P ∝ k^(−p). Read as self-affine roughness, this is H = (p − 1)/2 = 0.56. The true spectrum gives p = 3.99 in the same band. Its formal H of 1.49 lies outside the self-affine range, as it should for a surface with finite slopes.

The cliff can also be recognised in individual scans. For 400 profiles drawn from this covariance (a Cholesky factor of the covariance matrix times independent normal numbers), the band average of LK²P has a correlation of 0.999 with Δ².

**Two repairs by subtracting a line**

The first candidate is the least-squares line. It removes sample tilt, but it is fitted to the whole scan and does not make the ends meet. Applied to the covariance matrix of the samples, it lowers the rms mismatch only from 14.1 to 11.9 nm, and the exponent becomes 2.17.

The second candidate is the line through the two end points. At the harmonics this removes iΔ/k and leaves (1/ik)∫h′e^(−ikx)dx; the constant slope of the line contributes nothing there. The slope h′ is itself a stationary signal, with mean square s². Its leakage is 2s²/(Lk²) by the leading result above, and division by k² gives

leakage after end matching = 2s²/(Lk⁴).

Relative to the true tail 4σ²/(ξ³k⁴) this is ξ/(2L), about 5 percent. The fitted exponent is 3.98, so end matching works on this surface. It has replaced a k⁻² tail by a k⁻⁴ tail, however, and a spectrum steeper than k⁻⁴ would be hidden in its turn.

**Choosing the taper**

Instead of moving the ends, multiply h by a weight w(x) that vanishes there. The simplest periodic choice is w = A + B cos(2πx/L). Requiring w(0) = 0 gives B = −A, and the slope of w then vanishes at both ends as well, so neither a height jump nor a slope jump survives.

The amplitude follows from the power. Writing R as the inverse transform of C gives

⟨P_w(k)⟩ = ∫ (dq/2π) C(q) |W(k − q)|²/L,

where W is the transform of w. If C varies little across the narrow kernel, the result is C times the mean of w², by Parseval's theorem. That mean must be one. The mean of (1 − cos)² is 1 + 1/2 = 3/2, hence the normalised Hann taper

w(x) = √(2/3) [1 − cos(2πx/L)].

To see what it does to the cliff, split h into the ramp Δx/L and a remainder whose ends meet. Multiplication by the cosine mixes neighbouring harmonics:

g̃_m = √(2/3) [h̃_m − (h̃_{m−1} + h̃_{m+1})/2].

The ramp has h̃_m = iΔL/(2πm). For m ≥ 2 the bracket is therefore proportional to

1/m − ½[1/(m − 1) + 1/(m + 1)] = 1/m − m/(m² − 1) = −1/[m(m² − 1)].

Comparison with 1/m gives the power ratio

tapered/untapered = (2/3)/(m² − 1)².

It is 0.074 at m = 2, 1.2 × 10⁻³ at m = 5 and 4.2 × 10⁻⁶ at m = 20. At large m, where m = kL/2π,

P_leak, Hann ≈ (2/3)(2π/L)⁴ Δ²/(Lk⁶).

Leakage is still present, but it now falls as k⁻⁶. Spectra steeper than that need a smoother taper.

**What the taper costs**

The first cost is smoothing. Expand C about k inside the kernel integral. The linear term cancels because |W|² is even. The second moment of the kernel is the mean of w′², which is (2/3)(2π/L)² × ½ = (1/3)(2π/L)². Half of this multiplies C″:

bias ≈ (2π/L)² C″/6.

For C ∝ k⁻⁴, C″ = 20C/k², and the relative bias is 10/(3m²). At harmonic 17 this is 1.2 percent; the full C″ of the model gives 1.1 percent. The lowest harmonics are worse. After subtraction of a least-squares line and tapering, the ratio of mean power to true spectrum is 0.48, 1.21, 1.17 and 1.05 at m = 1, 2, 4 and 8.

The second cost is statistical. For white Gaussian noise the h̃_m are independent with equal variance v. The mixing rule gives a covariance of (2/3)(−½ − ½)v = −2v/3 between neighbours and (2/3)(¼)v = v/6 between second neighbours. Powers of complex Gaussian amplitudes correlate as the squares, 4/9 and 1/36. The variance of a wide band average is thus multiplied by

1 + 2(4/9 + 1/36) = 35/18 ≈ 1.94.

For a band of 100 harmonics the finite-width value is 1.93. A simulation with 4000 noise profiles gave 2.04. This is 5 percent higher, a little over two standard errors if the error of a variance is taken as √(2/4000), or 2.2 percent. The deviation is chance: over 80 000 profiles the factor is 1.94. This price of about two in variance applies where leakage is negligible. On the model surface the untapered power in the fit band follows the single number Δ². For Gaussian heights the variance of Δ² is twice its squared mean, however many harmonics are averaged. The tapered power has a variance of about its squared mean at one harmonic, and relatively less in a band average. There the taper therefore reduces the relative scatter, besides removing a factor of up to 45 in the mean within the fit band.

**The resulting scheme**

1. Subtract the least-squares line from each scan line, which removes offset and tilt.
2. Multiply by w_n = √(2/3)[1 − cos(2πn/N)].
3. Form P(k_m) = |a Σ w_n h_n e^(−ik_m na)|²/L and average over scan lines.
4. Discard the lowest harmonics. For a k⁻⁴ spectrum, 10/(3m²) tells how many.
5. Fit only where the power is well above the noise floor.
6. Compute the untapered spectrum of the same line-subtracted scans too. If its tail lies close to ⟨Δ²⟩/(LK²), where Δ is the end mismatch left after step 1, while the tapered one is much lower, the k⁻² tail is leakage.

On the model surface the expected tapered spectrum at harmonic 48 is 0.0531 nm³ against a true 0.0530 nm³. The fitted exponent is 4.00, against 3.99 for the truth and 2.12 without the taper. The 400 simulated profiles give 4.02 with the taper and 2.12 without.

**The model beside a real film**

The chosen height and correlation length are round values for illustration, not measurements of a particular film; real films vary widely with pressure, angle and thickness. White height noise of 0.05 nm rms adds a floor aσ_n² = 2 × 0.05² = 0.005 nm³, which the normalised taper leaves unchanged. It equals the true spectrum at 0.53 rad/nm and lowers the tapered exponent to 3.92. Aliasing adds 0.02 percent at the top of the fit band. A parabolic tip of 10 nm radius, applied to the simulated surfaces by taking at each point the highest contact, changes the power between 0.25 and 0.3 rad/nm by −1.1 percent and the exponent by less than 0.01 in this set of 400 profiles. The power change scatters by about half a percent from one such set to another. Its mean over many sets lies within a few tenths of a percent of zero: about −0.2 percent when the surface is simulated on a 0.5 nm grid and about 0.0 on a 0.25 nm grid. The tip hardly matters here. The assumption most at risk is that of gentle slopes. Strongly shadowed columns have gaps and overhangs, which a probe records as steep steps. By the integration by parts above, a step of height J inside the scan contributes J²/(Lk²), just as the end cliff does. If recorded sharply, one such step per scan line with J = 14 nm, at a random position, would on average restore the whole k⁻² tail and bring the exponent back to about 2. A real tip rounds the step. A parabolic tip of radius ρ spreads it over a width √(2ρJ), which is 17 nm for the 10 nm tip, and its power falls progressively below the k⁻² law: by 5 percent at the inverse of that width, 0.06 rad/nm, by about half at 0.2 rad/nm and by about three quarters at 0.3 rad/nm. In the fit band the power falls faster: simulated profiles with one such step each, scanned by this tip, give a tapered exponent of about 3.3. The taper cannot remove the contribution of steps inside the scan, and should not: it belongs to the recorded surface. A k⁻² tail that survives the taper may therefore signal steps, and is not by itself evidence of self-affine roughness.
